# Square-Wire Resistivity from Chambers Trajectories with Diffuse Walls

## Form of the answer

A long square wire of side $w$ carries current along its axis. Let the metal have one bulk mean free path $\lambda$, and let its walls return electrons with no memory of the field. In linear response the field strength cancels from the conductivity, and $\lambda$ and $w$ are the only lengths left in this semiclassical model. The ratio of wire to bulk conductivity is therefore a function of one number:

$$\frac{\sigma}{\sigma_0}=S(k),\qquad k=\frac{\lambda}{w}.$$

In a thick wire, the walls disturb a layer of thickness of order $\lambda$. This layer occupies a fraction of order $4w\lambda/w^2=4k$ of the section, so the first loss of conductivity must be linear in $k$. Its coefficient requires kinetic theory. Layers on adjacent walls overlap in corner regions of area of order $\lambda^2$, which suggests a correction of order $k^2$.

## From the Boltzmann equation to trajectories

Take a spherical Fermi surface, isotropic bulk scattering and a weak uniform field $E$ along $z$. The electron charge is $-e$, the Fermi speed is $v$, and $\mathbf n$ is the unit direction of motion. Write the distribution as

$$f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\psi(\mathbf r,\mathbf n).$$

The force is $-eE$, and $\partial f_0/\partial p_z=v n_z\,\partial f_0/\partial\varepsilon$. To first order in $E$, the steady Boltzmann equation becomes, after division by $-\partial f_0/\partial\varepsilon$ and by $v$,

$$\mathbf n\cdot\nabla\psi+eEn_z=-\frac{\psi-\bar\psi}{\lambda},$$

where $\bar\psi$ is the average over directions and describes scattering in.

The source is odd in $n_z$, while the wire and the scattering are unchanged by reflection in $z$. We seek a solution odd in $n_z$, for which $\bar\psi=0$. A diffuse wall emits a direction-independent $\psi$, whose value is set by zero net particle flux through the wall. The incident flux of an odd $\psi$ is zero, so the emitted value is zero too.

Along a straight path with arc length $s$, measured from the wall where the electron last started,

$$\frac{d\psi}{ds}+\frac{\psi}{\lambda}=-eEn_z,\qquad \psi(0)=0.$$

Multiplying by $e^{s/\lambda}$ and integrating from $0$ to the distance $L$ gives

$$\psi=-eE\lambda n_z\left(1-e^{-L/\lambda}\right).$$

This is the Chambers result for the present geometry: $L$ is the distance from the observation point back to the wall.

The current density contains the factor $-e v n_z\psi$. The two minus signs cancel, giving a current along the field. In the bulk $L=\infty$ and $\langle n_z^2\rangle=1/3$. Averaging over the section and dividing by the bulk value therefore gives

$$S=3\left\langle n_z^2\left(1-e^{-L/\lambda}\right)\right\rangle ,$$

with uniform positions and isotropic directions.

## Sampling algorithm

For isotropic directions, $u=|n_z|$ is uniform on $(0,1)$. Including the weight $3n_z^2$ changes its density to $3u^2$ and its cumulative probability to $u^3$. Setting $u^3=U$, with $U$ uniform on $(0,1)$, gives $u=U^{1/3}$. The weight is now in the sampling, and $1-S$ is simply the mean of $e^{-L/\lambda}$. The sign of $n_z$ does not affect $L$.

With lengths measured in units of $w$, one sample is formed as follows.

1. Draw $x$ and $y$ uniformly on $(0,1)$, $u=U^{1/3}$, and an azimuth $\phi$ uniformly on $(0,2\pi)$.
2. Set $n_x=\sqrt{1-u^2}\cos\phi$ and $n_y=\sqrt{1-u^2}\sin\phi$.
3. Trace backward. If $n_x>0$, the distance to the relevant $x$ wall is $L_x=x/n_x$; if $n_x<0$, it is $(1-x)/|n_x|$. Find $L_y$ similarly.
4. Set $L=\min(L_x,L_y)$ and record the loss $Y=e^{-L/k}$.

The geometry does not depend on $k$, so one set of trajectories serves every width.

A better estimator also traces forward to the wall. The two distances add to the chord length $\ell$. At fixed direction, uniform points in the section are uniform along each chord they select. Averaging over the starting point on the chord gives

$$Z=\frac1\ell\int_0^\ell e^{-s/k}\,ds=\frac{k}{\ell}\left(1-e^{-\ell/k}\right).$$

The mean of $Z$ equals that of $Y$. By the law of total variance, $\operatorname{Var}Y$ is $\operatorname{Var}Z$ plus the mean variance of $Y$ within a chord. Thus $Z$ cannot have the larger variance. For $\ell\ll k$, the difference $1-e^{-\ell/k}$ should be evaluated by a function designed for $e^q-1$ at small $q$, to avoid cancellation.

## Thick-wire expansion

The position average can be done analytically at fixed direction. Let $\alpha=k|n_x|$ and $\beta=k|n_y|$, and choose labels so that $\alpha\ge\beta$. Measure path length $t$ in units of $\lambda$. Because $x$ is uniform, a backward path avoids the $x$ walls up to $t$ with probability $1-\alpha t$. The corresponding probability for the $y$ walls is $1-\beta t$. Since $x$ and $y$ are independent, the joint survival probability is the product, until it reaches zero at $t=1/\alpha$.

For a path ending at $T=L/\lambda$, use $1-e^{-T}=\int_0^T e^{-t}dt$. Averaging over position gives

$$S_{\mathbf n}=\int_0^{1/\alpha}e^{-t}(1-\alpha t)(1-\beta t)\,dt.$$

If the upper limit were infinity, the integrals $\int_0^\infty e^{-t}t^m dt=m!$ would give

$$1-\alpha-\beta+2\alpha\beta.$$

The added tail must be subtracted. Put $t=1/\alpha+q$. Then $1-\alpha t=-\alpha q$ and $1-\beta t=1-\beta/\alpha-\beta q$, so the tail is

$$e^{-1/\alpha}\int_0^\infty e^{-q}\left[-(\alpha-\beta)q+\alpha\beta q^2\right]dq
=e^{-1/\alpha}\left[-(\alpha-\beta)+2\alpha\beta\right].$$

Hence

$$S_{\mathbf n}=1-\alpha-\beta+2\alpha\beta
+e^{-1/\alpha}(\alpha-\beta-2\alpha\beta).$$

It remains to average over directions with weight $3n_z^2$. For the linear term, take $x$ as the polar axis and $\mu=|n_x|$. The azimuthal average of $n_z^2$ is $(1-\mu^2)/2$, so

$$3\langle n_z^2|n_x|\rangle
=\frac32\int_0^1\mu(1-\mu^2)\,d\mu
=\frac32\left(\frac12-\frac14\right)=\frac38.$$

The $y$ walls give the same value. For the quadratic term, take $z$ as the polar axis. Since $\langle|\cos\phi\sin\phi|\rangle=1/\pi$,

$$6\langle n_z^2|n_xn_y|\rangle
=\frac6\pi\int_0^1u^2(1-u^2)\,du
=\frac6\pi\left(\frac13-\frac15\right)=\frac4{5\pi}.$$

Therefore

$$S=1-\frac34k+\frac4{5\pi}k^2+r.$$

To bound $r$, note that $\alpha-\beta$ and $2\alpha\beta$ are nonnegative. The magnitude of their difference is at most the larger one. The first is at most $k$; the second is $2k^2|n_xn_y|\le k^2(n_x^2+n_y^2)\le k^2$. Also $e^{-1/\alpha}\le e^{-1/k}$. Since the angular weight has mean one,

$$|r|\le k e^{-1/k}\qquad(k\le1).$$

Let $c=4/(5\pi)$. With $1/(1-a)=1+a+a^2+a^3+\cdots$ and $a=3k/4-ck^2$, apart from exponentially small terms,

$$\frac{\rho}{\rho_0}=1+\frac34k+\left(\frac9{16}-c\right)k^2
+\left(\frac{27}{64}-\frac{3c}{2}\right)k^3+O(k^4).$$

The quadratic and cubic coefficients are about $0.308$ and $0.040$. The three-quarters law is thus the leading thick-wire correction.

The positive corner term in $S$ has a direct meaning. For any two distances,

$$e^{-\min(L_x,L_y)/\lambda}=e^{-L_x/\lambda}+e^{-L_y/\lambda}-e^{-\max(L_x,L_y)/\lambda}.$$

Adding the losses from the two wall pairs counts some trajectories twice, and the last term removes the excess. At $w=400$ nm in the example below, sampling gives $0.03623$ and $0.03620$ for the pair losses, against $3k/8=0.03626$. The corner term is $0.00239$, against $0.00238$ from $4k^2/(5\pi)$.

## The opposite limit

For $k\gg1$, most paths end at a wall before a bulk collision. Since $1-e^{-q}\le q$, we have $S\le3\langle n_z^2L\rangle/\lambda$. This average is finite, and the bound becomes the leading result as $k\to\infty$.

To evaluate it, let $\theta$ be the angle to the axis and $d$ the backward distance projected on the section, in units of $w$. Then $L=wd/\sin\theta$, and

$$\left\langle\frac{\cos^2\theta}{\sin\theta}\right\rangle
=\frac12\int_0^\pi\cos^2\theta\,d\theta=\frac\pi4.$$

By symmetry, consider $0<\phi<\pi/4$. The mean projected distance at fixed $\phi$ is

$$\int_0^{1/\cos\phi}(1-t\cos\phi)(1-t\sin\phi)\,dt
=\frac1{\cos\phi}\left(\frac12-\frac{\tan\phi}{6}\right).$$

Averaging with weight $4/\pi$ and multiplying by $3\pi/4$ gives

$$S\simeq\frac3k\left[\frac12\ln(1+\sqrt2)-\frac{\sqrt2-1}{6}\right]
\simeq\frac{1.115}{k}.$$

Thus $\rho/\rho_0\simeq0.897k$ to leading order, in the sense that the quotient of the two sides tends to one. With its unrounded coefficient, this leading term is a lower bound at every $k$. In this limit the semiclassical resistivity is proportional to $\rho_0\lambda/w$.

## Error analysis

For $N$ independent samples, the standard error of the mean loss is the sample standard deviation divided by $\sqrt N$. Since $d(1/S)=-dS/S^2$, the standard error of the resistivity ratio is larger by $1/S^2$.

For the direct estimator, $Y^2=e^{-2L/\lambda}$ is the loss for a mean free path $\lambda/2$. Thus, in a thick wire,

$$\operatorname{Var}Y\simeq\frac38k-\frac{k^2}{5\pi}-\left(\frac34k\right)^2.$$

The loss itself is near $3k/4$, so its relative standard error behaves as $\sqrt{2/(3kN)}$. Direct sampling becomes inefficient when the wall effect is small: most trajectories begin too far from a wall to contribute.

For the chord estimator, the dangerous region is the corner, where chords can be short. At fixed direction, chords shorter than $\ell$ fill corner triangles whose area scales as $\ell^2$, so the density of selected chord lengths scales as $\ell$. For $k<\ell<1$, $Z^2$ is of order $k^2/\ell^2$. The corner contribution to its mean scales as $k^2\int_k^1d\ell/\ell=k^2\ln(1/k)$. The relative variance therefore grows logarithmically, instead of as $1/k$. The measured variance ratio, direct to chord, is $24.6$ at $k=0.02$ and $4.4$ for the 100 nm wire.

With $N=4\times10^6$ and $k=0.02$, the direct estimate of variance is $0.0075-0.00025=0.00725$. Its error in the slope, $\sqrt{0.00725/N}/k$, is about $0.002$. Dividing by $\sqrt{24.6}$ gives about $0.0004$ for the chord estimator.

To recover the coefficient without inserting its value, define $m(k)=(\rho/\rho_0-1)/k$. Sampling gives $m(0.04)=0.7620$ and $m(0.02)=0.7559$. The combination $2m(0.02)-m(0.04)$ removes the term linear in $k$ and gives

$$0.7497\pm0.0004,$$

where the uncertainty is one standard error estimated from the scatter of 40 batches. Such an estimate is itself uncertain; the variances of the two losses, together with their covariance, give about $0.0005$. This agrees with $3/4$. The cubic coefficient of $\rho/\rho_0$ leaves a bias of $0.040[2(0.02)^2-(0.04)^2]\simeq-3\times10^{-5}$, well below the sampling error. Both slopes use the same trajectories, so part of their error cancels in the combination.

A separate calculation tests the transport formula itself. Electrons are followed forward through exponentially distributed free paths, isotropic collisions and diffuse wall emission. The emitted flux is proportional to the normal direction cosine, which is therefore sampled as $\sqrt U$. This cosine law preserves a uniform, isotropic equilibrium. By the Einstein relation, conductivity is proportional to the axial diffusion constant, whose bulk value is $v\lambda/3$. If $z$ is the displacement over path length $\Lambda$, then

$$S=\frac{3\langle z^2\rangle}{2\lambda\langle\Lambda\rangle}.$$

For $k=1$, 40,000 walkers followed for 150 flights, after 30 discarded flights, give $S=0.521\pm0.004$. Angular quadrature of $S_{\mathbf n}$ gives $0.517$.

## Copper line widths

Take rough room-temperature values for copper: $\rho_0=1.70\ \mu\Omega\,\mathrm{cm}$ and electron density $n=8.5\times10^{28}\ \mathrm{m^{-3}}$. The Fermi wave number is $k_F=(3\pi^2n)^{1/3}=13.6\ \mathrm{nm^{-1}}$. Combining $\sigma_0=ne^2\tau/m$, $\lambda=v\tau$ and $mv=\hbar k_F$ gives

$$\lambda=\frac{\hbar k_F}{ne^2\rho_0}=38.7\ \mathrm{nm}.$$

For $w=100$ nm, $k=38.67/100=0.3867$. The linear law gives $1+0.75(0.3867)=1.290$. Quadrature gives $1.333$, and chord sampling gives $1.3330\pm0.0001$. The wire resistivity is $1.70\times1.333=2.27\ \mu\Omega\,\mathrm{cm}$, or $2.27\times10^{-8}\ \Omega\,\mathrm{m}$. The linear law misses $0.043/0.333$, or 13 percent, of the wall-induced increase. These digits belong to the model. The Fermi surface of copper is not spherical, and $\rho_0\lambda=6.57\times10^{-16}\ \Omega\,\mathrm{m^2}$ is a free-electron estimate. Raising it by 2 percent at fixed $\rho_0$ moves this ratio to $1.340$, the resistivity to $2.28\ \mu\Omega\,\mathrm{cm}$, and the 20 nm ratio below from $2.85$ to $2.88$.

At 400 nm the linear and quadrature ratios are $1.073$ and $1.075$. At 50 nm they are $1.580$ and $1.709$; inverting the quadratic polynomial for $S$ gives $1.747$. The linear law misses one tenth of the increase at $k=0.273$, or $w=142$ nm for these inputs.

At 20 nm, $k=1.93$, and the quadrature ratio is $2.85$. The inverse polynomial gives $1.99$, worse than the linear value $2.45$. The polynomial for $S$ has its minimum at $k=(3/4)/(2c)\simeq1.47$ and then rises. The true model value must fall as $\lambda$ increases at fixed $w$, because each $e^{-L/\lambda}$ increases. The omitted exponential term is then essential.

All five sampled ratios lie slightly below quadrature. They share trajectories, so these are correlated deviations and do not constitute five independent signs of bias. The full comparison is in the numerical output.

## What a real line changes

The bulk inputs are typical of copper, but a plated line is polycrystalline, may have a liner, and need not have fully diffuse walls. The following estimates for the 100 nm line change one assumption at a time; their effects should not simply be added. In the Mayadas–Shatzkes grain model, the relaxation time is multiplied by $u/(u+g)$, with $g=(\lambda/D)R/(1-R)$. An assumed grain size $D=100$ nm and reflection $R=0.25$ give a grain-only resistivity ratio of $1.19$, without wall scattering. If each wall encounter is instead a specular reflection with probability $0.2$, and diffuse otherwise, the wall-only ratio falls from $1.33$ to $1.26$. A nonconducting 3 nm liner on two sides and the bottom raises resistance by the area factor $100^2/(94\times97)=1.10$, before its extra effect on wall scattering. With these assumed values, grain scattering alone adds a little over half as much resistivity as diffuse walls alone, and the specularity removes about a fifth of the wall-induced increase. A resistance prediction needs values for both.

Temperature changes the balance between bulk and wall scattering. With an assumed coefficient of $0.004\ \mathrm{K^{-1}}$, an 80 K rise multiplies $\rho_0$ by $1.32$ and divides $\lambda$ by the same factor. The wire resistivity becomes $2.80\ \mu\Omega\,\mathrm{cm}$, a rise of 23 percent, compared with 32 percent in the bulk. The leading wall contribution, $3\rho_0\lambda/(4w)$, is unchanged because $\rho_0\lambda$ is fixed in this model.

A 10 percent increase in transverse Fermi velocity, with the axial weighting held fixed, raises the resistivity ratio to $1.37$. With hard walls and fixed $k_F$, transverse quantization reduces the estimated number of modes by the fraction $4/(k_Fw)=0.003$. At fixed electron density $k_F$ rises by about 0.1 percent, and the fraction falls to about $(4-\pi)/(k_Fw)=0.0006$. At $1\ \mathrm{MA/cm^2}$, an electron gains about $9\ \mu\mathrm{eV}$ from the field over one mean free path, far below the thermal energy of 26 meV at 300 K. For this width and current, the semiclassical and weak-field assumptions are much less restrictive than the assumptions about grains and walls.

## Numbers as computed

```
Bulk resistivity (rough input): 1.70 uOhm cm
Electron density (rough input): 8.50e+28 m^-3
Fermi wave number: 13.602 nm^-1
Bulk mean free path: 38.67 nm
Trajectories sampled: 4000000
Resistivity ratios: chord MC, its standard error, quadrature
 w=400 nm: k=0.0967; 1.07539, 0.00003, 1.07542
 w=200 nm: k=0.1934; 1.15662, 0.00006, 1.15667
 w=100 nm: k=0.3867; 1.33304, 0.00011, 1.33313
 w=50 nm: k=0.7734; 1.70904, 0.00023, 1.70918
 w=20 nm: k=1.9336; 2.84840, 0.00062, 2.84851
Resistivity ratios: inverse polynomial, linear law
 w=400 nm: 1.07542, 1.07251
 w=200 nm: 1.15674, 1.14502
 w=100 nm: 1.33682, 1.29004
 w=50 nm: 1.74749, 1.58009
 w=20 nm: 1.99249, 2.45021
Wire resistivity from quadrature
 w=400 nm: 1.828 uOhm cm
 w=200 nm: 1.966 uOhm cm
 w=100 nm: 2.266 uOhm cm
 w=50 nm: 2.906 uOhm cm
 w=20 nm: 4.842 uOhm cm
MC slope at k=0.04: 0.76202
MC slope at k=0.02: 0.75586
MC slope extrapolated to k=0: 0.74969 +- 0.00035
Variance ratio direct/chord, k=0.02: 24.61
Variance ratio direct/chord, 100 nm: 4.38
400 nm x-wall loss, MC and formula: 0.036225, 0.036255
400 nm y-wall loss, MC and formula: 0.036203, 0.036255
400 nm corner term, MC and formula: 0.002392, 0.002380
Forward diffusion S at k=1: 0.5209 +- 0.0037
Quadrature S at k=1: 0.5174
Linear law misses 10% of increase at k: 0.2727
Corresponding width: 141.8 nm
Size estimates for the 100 nm line
 Grain size, reflection: 100 nm, 0.25
 Grain-only resistivity ratio: 1.187
 Wall specularity: 0.20; resistivity ratio: 1.259
 Liner: 3 nm; area resistance factor: 1.097
 Temperature rise: 80 K; coefficient: 0.004 K^-1
 Hot wire resistivity: 2.795 uOhm cm
 Ratio with 10% faster transverse motion: 1.370
 Relative transverse mode deficit: 0.00294
 Current density: 1.0 MA/cm2
 Field energy per free path: 8.76 ueV
 Thermal energy at 300 K: 25.85 meV
```
